# How a Bleachable Contrast-Enhancement Layer Steepens a Resist Image: test program

```python
# Result under test: a bleachable layer with absorption A*M (M = unbleached
# fraction), bleaching rate C*I*M and no residual absorption passes the dose
#   D_out = ln(1 + exp(-A L) (exp(C D_in) - 1)) / C,
# with logarithmic slope s = d ln D_out / d ln D_in = g(C D_out)/g(C D_in),
#   g(u) = (1 - exp(-u))/u,  and 1 < s < 1 + A L,  s < D_in/D_out.
# Units: lengths in um, doses in mJ/cm2, intensities in mW/cm2, times in s.
import numpy as np
from scipy.integrate import cumulative_trapezoid, trapezoid
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq, minimize_scalar

A, L, C = 8.0, 0.5, 0.05
D_edge = 40.0                      # dose wanted at the resist edge
wavelength, n_layer, n_resist = 0.436, 1.60, 1.68
pitch, modulation, NA = 1.6, 0.6, 0.28
resist_depth = 1.0


def g(u):
    return -np.expm1(-u) / u


def dose_out(d_in, AL=A * L):
    return np.log1p(np.exp(-AL) * np.expm1(C * d_in)) / C


def dose_needed(d_out, AL=A * L):
    return np.log1p(np.exp(AL) * np.expm1(C * d_out)) / C


def slope(d_in, AL=A * L):
    return g(C * dose_out(d_in, AL)) / g(C * d_in)


def final_T(d_in):
    return np.expm1(-C * dose_out(d_in)) / np.expm1(-C * d_in)


def expose(a=A, b=0.0, intensity=lambda t: 100.0, t_end=2.2,
           R=0.0, phase=0.0, steps=800):
    """Step the absorption and bleaching laws in time (RK4).
    b: residual absorption; R: intensity fraction returned from below,
    interfering with the downward wave. Returns D_in, D_out, transmittance."""
    z = np.linspace(0.0, L, 401)
    fringe = np.cos(4 * np.pi * n_layer * (L - z) / wavelength + phase)

    def downward(M):
        return np.exp(-cumulative_trapezoid(a * M + b, z, initial=0.0))

    def rates(t, state):
        M = state[:-2]
        down = downward(M)
        T = down[-1]
        local = down + R * T * T / down + 2 * np.sqrt(R) * T * fringe
        q = intensity(t)
        return np.concatenate((-C * q * local * M, [q, q * T]))

    state = np.concatenate((np.ones(z.size), [0.0, 0.0]))
    dt = t_end / steps
    rows = [(0.0, 0.0, downward(state[:-2])[-1])]
    for i in range(steps):
        t = i * dt
        k1 = rates(t, state)
        k2 = rates(t + dt / 2, state + dt / 2 * k1)
        k3 = rates(t + dt / 2, state + dt / 2 * k2)
        k4 = rates(t + dt, state + dt * k3)
        state = state + dt / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
        rows.append((state[-2], state[-1], downward(state[:-2])[-1]))
    return np.array(rows).T


def at_edge_dose(run):
    """Incident dose and log slope (final/mean transmittance) at D_edge."""
    d_in = np.interp(D_edge, run[1], run[0])
    T = np.interp(D_edge, run[1], run[2])
    return d_in, T * d_in / D_edge


# --- closed forms against the time-stepped equations
steady = expose()
transfer = CubicSpline(steady[0], steady[1])
doses = np.linspace(5.0, 205.0, 41)
dose_error = np.max(np.abs(transfer(doses) / dose_out(doses) - 1))
slope_sim = doses * transfer(doses, 1) / transfer(doses)
slope_error = np.max(np.abs(slope_sim / slope(doses) - 1))
assert dose_error < 2e-4 and slope_error < 2e-4
pulsed = expose(intensity=lambda t: 10 + 150 * np.sin(3 * t)**2, t_end=2.4)
pulse_error = np.max(np.abs(pulsed[1][20:] / dose_out(pulsed[0][20:]) - 1))
assert pulse_error < 2e-4
T_curve = CubicSpline(steady[0], steady[2])
assert np.allclose(T_curve(doses), final_T(doses), rtol=3e-4)
assert np.allclose(T_curve(doses, 1) / T_curve(doses) / C,
                   1 - final_T(doses), atol=5e-4)
assert np.allclose(T_curve(doses) * doses / transfer(doses), slope_sim,
                   rtol=2e-4)

# --- bounds, using the direct derivative of the transfer law
for AL in (0.01, 0.1, 1.0, 4.0, 10.0):
    u = np.geomspace(1e-3, 20.0, 400)
    v = np.log1p(np.exp(-AL) * np.expm1(u))
    s_direct = u * np.exp(u - AL - v) / v
    assert np.all(s_direct > 1) and np.all(s_direct < 1 + AL)
    assert np.all(s_direct < u / v)
assert abs(slope(1e-3) - 1) < 1e-3 and abs(slope(1e4) - 1) < 0.01

# --- controls: what makes the slope exceed one
fixed = expose(a=0.0, b=4.0)
darkening = expose(a=-2.0, b=4.0)
residual = expose(b=0.1)
s_fixed = (fixed[2] * fixed[0])[5:] / fixed[1][5:]
s_dark = (darkening[2] * darkening[0])[5:] / darkening[1][5:]
s_resid = (residual[2] * residual[0])[5:] / residual[1][5:]
assert np.allclose(s_fixed, 1, atol=1e-8)
assert np.all(s_dark < 1) and np.all(s_resid > 1)

# --- worked example: a sinusoidal image with its edge at a quarter pitch
D_in = dose_needed(D_edge)
s = slope(D_in)
T_end = final_T(D_in)
F = D_in / D_edge
assert abs(transfer(D_in) / D_edge - 1) < 2e-4
ILS = 2 * np.pi * modulation / pitch          # incident |d ln D/dx| at edge
bright, dark = D_in * (1 + modulation), D_in * (1 - modulation)
out_bright, out_dark = dose_out(bright), dose_out(dark)
contrast_out = (out_bright - out_dark) / (out_bright + out_dark)


def edge(response, nominal, threshold):
    def miss(x):
        image = 1 + modulation * np.cos(2 * np.pi * x / pitch)
        return float(response(nominal * image)) - threshold
    return brentq(miss, 0.0, pitch / 2, xtol=1e-12)


def bare(d):
    return d


def threshold_shift(response, nominal, f):
    return (edge(response, nominal, D_edge * (1 - f))
            - edge(response, nominal, D_edge * (1 + f)))


small_ratio = (threshold_shift(bare, D_edge, 0.01)
               / threshold_shift(transfer, D_in, 0.01))
assert abs(small_ratio / s - 1) < 0.01
shift_bare = threshold_shift(bare, D_edge, 0.1)
shift_layer = threshold_shift(transfer, D_in, 0.1)
dose_shift_bare = edge(bare, 1.05 * D_edge, D_edge) - pitch / 4
dose_shift_layer = edge(transfer, 1.05 * D_in, D_edge) - pitch / 4
assert abs(dose_shift_layer / dose_shift_bare - 1) < 5e-3
best = minimize_scalar(lambda d: -slope(d), bounds=(1, 400), method="bounded")
scan = slope(np.linspace(1, 400, 4000))
assert abs(scan.max() + best.fun) < 1e-4

# --- sizes of neglected effects
resid_dose, resid_slope = at_edge_dose(residual)
R_back = 0.2
reflected = [at_edge_dose(expose(R=R_back, phase=p))
             for p in np.arange(4) * np.pi / 2]
refl_dose, refl_slope = np.array(reflected).T
k = A * wavelength / (4 * np.pi)              # extinction index, unbleached


def reflectance(n1, n2):
    return abs((n1 - n2) / (n1 + n2))**2


top_fresh = reflectance(1.0, n_layer + 1j * k)
top_clear = reflectance(1.0, n_layer)
below_fresh = reflectance(n_layer + 1j * k, n_resist)
theta = np.arcsin(NA / n_layer)
AL_oblique = A * L / np.cos(theta)
s_oblique = slope(dose_needed(D_edge, AL_oblique), AL_oblique)
slip = [np.pi * wavelength * resist_depth * m**2 / (n_resist * pitch**2)
        for m in (1, 2)]
# Index change taken equal to k (half height of a Lorentzian line);
# ray angle at the edge averaged over the transmitted dose.
history = np.linspace(1e-3, D_in, 4000)
T_hist = final_T(history)
angle = k / A * ILS * C * history * (1 - T_hist) / n_resist
mean_angle = trapezoid(angle * T_hist, history) / trapezoid(T_hist, history)

print(f"A = {A:.1f} /um, L = {L:.2f} um, A*L = {A*L:.2f}, C = {C:.3f} cm2/mJ")
print(f"wavelength = {1e3*wavelength:.0f} nm, pitch = {pitch:.2f} um, "
      f"modulation = {modulation:.2f}, NA = {NA:.2f}")
print(f"indices: layer {n_layer:.2f}, resist {n_resist:.2f}; "
      f"resist depth {resist_depth:.1f} um")
print(f"largest relative error, dose law, steady light: {dose_error:.1e}")
print(f"largest relative error, dose law, pulsed light: {pulse_error:.1e}")
print(f"largest relative error, slope law: {slope_error:.1e}")
print(f"initial transmittance T0 = {np.exp(-A*L):.4f}")
print(f"resist edge dose = {D_edge:.1f} mJ/cm2, u_out = {C*D_edge:.3f}")
print(f"incident edge dose = {D_in:.2f} mJ/cm2, u_in = {C*D_in:.3f}")
print(f"g(u_out) = {g(C*D_edge):.4f}, g(u_in) = {g(C*D_in):.4f}")
print(f"log slope s = {s:.3f}, upper bound 1+A*L = {1+A*L:.2f}")
print(f"exposure factor F = {F:.3f}")
print(f"final transmittance = {T_end:.4f}, mean = {1/F:.4f}")
for d in (5.0, 25.0, 50.0, 100.0, 200.0, 1000.0):
    print(f"D_in = {d:6.1f} mJ/cm2: D_out = {dose_out(d):8.3f} mJ/cm2, "
          f"s = {slope(d):.3f}")
print(f"largest s = {-best.fun:.3f} at D_in = {best.x:.1f} mJ/cm2, "
      f"D_out = {dose_out(best.x):.2f} mJ/cm2")
for thick in (0.25, 0.5, 0.75, 1.0):
    need = dose_needed(D_edge, A * thick)
    print(f"L = {thick:.2f} um, same resist dose: D_in = {need:.1f} mJ/cm2, "
          f"F = {need/D_edge:.2f}, s = {slope(need, A*thick):.3f}")
print(f"image log-slope at edge: incident {ILS:.3f} /um, "
      f"transmitted {s*ILS:.3f} /um")
print(f"times half pitch: incident {ILS*pitch/2:.3f}, "
      f"transmitted {s*ILS*pitch/2:.3f}")
print(f"dose gradient at edge (mJ/cm2/um): bare resist {D_edge*ILS:.1f}, "
      f"entering layer {D_in*ILS:.1f}, leaving layer {D_edge*s*ILS:.1f}")
print(f"incident doses: bright {bright:.1f}, dark {dark:.1f} mJ/cm2, "
      f"ratio {bright/dark:.2f}")
print(f"transmitted doses: bright {out_bright:.1f}, dark {out_dark:.2f} "
      f"mJ/cm2, ratio {out_bright/out_dark:.1f}")
print(f"contrast: incident {modulation:.3f}, transmitted {contrast_out:.3f}")
print(f"edge travel, threshold -10% to +10%: bare {1e3*shift_bare:.1f} nm, "
      f"with layer {1e3*shift_layer:.1f} nm")
print(f"bare/layer travel ratio for -1% to +1%: {small_ratio:.3f}")
print(f"edge shift, incident dose +5%: bare {1e3*dose_shift_bare:.2f} nm, "
      f"with layer {1e3*dose_shift_layer:.2f} nm")
print(f"fixed absorber 4 /um: s = {s_fixed[-1]:.4f}")
print(f"darkening layer, 2 to 4 /um: s = {s_dark[-1]:.3f} "
      f"at D_in = {darkening[0][-1]:.0f} mJ/cm2")
print(f"residual absorption 0.1 /um: D_in = {resid_dose:.1f} mJ/cm2, "
      f"s = {resid_slope:.3f}")
print(f"returned fraction {R_back:.2f}, four phases: "
      f"D_in = {refl_dose.min():.1f} to {refl_dose.max():.1f} mJ/cm2, "
      f"s = {refl_slope.min():.3f} to {refl_slope.max():.3f}")
print(f"extinction index of fresh layer k = {k:.3f}")
print(f"air-layer reflectance: fresh {top_fresh:.4f}, bleached {top_clear:.4f}")
print(f"layer-resist reflectance, fresh layer: {below_fresh:.4f}")
print(f"marginal ray in layer: {np.degrees(theta):.2f} deg, "
      f"sideways walk {1e3*L*np.tan(theta):.0f} nm, s = {s_oblique:.3f}")
print(f"phase slip over resist depth: harmonic 1 {slip[0]:.2f} rad, "
      f"harmonic 2 {slip[1]:.2f} rad")
print(f"index-change ray bending at edge: mean {mean_angle:.3f} rad, "
      f"largest {angle.max():.3f} rad, "
      f"mean walk {1e3*mean_angle*resist_depth:.0f} nm")
print("checks complete")
```

It prints:

```
A = 8.0 /um, L = 0.50 um, A*L = 4.00, C = 0.050 cm2/mJ
wavelength = 436 nm, pitch = 1.60 um, modulation = 0.60, NA = 0.28
indices: layer 1.60, resist 1.68; resist depth 1.0 um
largest relative error, dose law, steady light: 2.1e-06
largest relative error, dose law, pulsed light: 2.1e-06
largest relative error, slope law: 1.8e-06
initial transmittance T0 = 0.0183
resist edge dose = 40.0 mJ/cm2, u_out = 2.000
incident edge dose = 117.15 mJ/cm2, u_in = 5.857
g(u_out) = 0.4323, g(u_in) = 0.1702
log slope s = 2.540, upper bound 1+A*L = 5.00
exposure factor F = 2.929
final transmittance = 0.8671, mean = 0.3414
D_in =    5.0 mJ/cm2: D_out =    0.104 mJ/cm2, s = 1.127
D_in =   25.0 mJ/cm2: D_out =    0.892 mJ/cm2, s = 1.713
D_in =   50.0 mJ/cm2: D_out =    3.727 mJ/cm2, s = 2.485
D_in =  100.0 mJ/cm2: D_out =   26.166 mJ/cm2, s = 2.808
D_in =  200.0 mJ/cm2: D_out =  120.049 mJ/cm2, s = 1.662
D_in = 1000.0 mJ/cm2: D_out =  920.000 mJ/cm2, s = 1.087
largest s = 2.952 at D_in = 81.1 mJ/cm2, D_out = 14.26 mJ/cm2
L = 0.25 um, same resist dose: D_in = 77.5 mJ/cm2, F = 1.94, s = 1.711
L = 0.50 um, same resist dose: D_in = 117.1 mJ/cm2, F = 2.93, s = 2.540
L = 0.75 um, same resist dose: D_in = 157.1 mJ/cm2, F = 3.93, s = 3.397
L = 1.00 um, same resist dose: D_in = 197.1 mJ/cm2, F = 4.93, s = 4.261
image log-slope at edge: incident 2.356 /um, transmitted 5.984 /um
times half pitch: incident 1.885, transmitted 4.787
dose gradient at edge (mJ/cm2/um): bare resist 94.2, entering layer 276.0, leaving layer 239.4
incident doses: bright 187.4, dark 46.9 mJ/cm2, ratio 4.00
transmitted doses: bright 107.5, dark 3.18 mJ/cm2, ratio 33.8
contrast: incident 0.600, transmitted 0.943
edge travel, threshold -10% to +10%: bare 85.3 nm, with layer 33.5 nm
bare/layer travel ratio for -1% to +1%: 2.540
edge shift, incident dose +5%: bare 20.23 nm, with layer 20.23 nm
fixed absorber 4 /um: s = 1.0000
darkening layer, 2 to 4 /um: s = 0.813 at D_in = 220 mJ/cm2
residual absorption 0.1 /um: D_in = 121.2 mJ/cm2, s = 2.512
returned fraction 0.20, four phases: D_in = 116.3 to 120.5 mJ/cm2, s = 2.404 to 2.434
extinction index of fresh layer k = 0.278
air-layer reflectance: fresh 0.0639, bleached 0.0533
layer-resist reflectance, fresh layer: 0.0077
marginal ray in layer: 10.08 deg, sideways walk 89 nm, s = 2.566
phase slip over resist depth: harmonic 1 0.32 rad, harmonic 2 1.27 rad
index-change ray bending at edge: mean 0.075 rad, largest 0.107 rad, mean walk 75 nm
checks complete
```
